Second-order associative desorption: heating-rate equation and coverage shift of the peak

## 1. The rate law, the peak condition and the direction of the shift

Two surfaces carry adsorbed hydrogen atoms and are heated at the same 2 K/s. The desorption barrier is 1.2 eV on both, and so is the prefactor, 10¹³ s⁻¹. The first surface starts with one atom per site and loses hydrogen fastest at 436 K. The second starts with one atom per ten sites and loses hydrogen fastest at 468 K. Nothing in the energetics distinguishes them, yet the peaks lie 32 K apart, with the fuller layer peaking at the lower temperature. The difference follows from the fact that an atom needs a partner in order to leave.

### Rate law and conventions

Let θ be the number of adsorbed atoms per surface site. Associative desorption removes two neighbouring atoms as one molecule. If each site has z neighbours, there are z/2 neighbouring pairs of sites per site, because each pair is shared by two sites. When atoms are placed at random, both members of a pair are occupied with probability θ². Let an occupied pair react at the rate ν₂ exp(−E/kT), where E is the desorption barrier, k is Boltzmann's constant and T is the surface temperature. Each reaction removes two atoms, so

−dθ/dt = 2 · (z/2) · θ² · ν₂ exp(−E/kT) = z ν₂ θ² exp(−E/kT).

With ν = z ν₂ this becomes

−dθ/dt = ν θ² exp(−E/kT).  (1)

The prefactor ν therefore counts lost atoms. Molecules leave at half the rate in (1). If a data source instead writes the molecular rate per site as ν_m θ² exp(−E/kT), its prefactor must be converted by ν = 2ν_m.

If coverage is given as atoms per area, n = Nθ with N sites per area, multiplying (1) by N gives

−dn/dt = (ν/N) n² exp(−E/kT).

The prefactor is then ν/N, in area per time. Inserting ν itself would be a unit error.

Equation (1) rests on these assumptions:

- E and ν do not depend on coverage or temperature.
- Atoms hop fast enough to stay randomly mixed while the layer empties.
- Desorbed molecules do not return.
- No atoms enter or leave the layer by another route, such as solution in the solid.

The surface is heated linearly from T₀,

T = T₀ + βt,

where β is the heating rate. Since dT = β dt, dividing (1) by β turns it into an equation in temperature:

dθ/dT = −(ν/β) θ² exp(−a/T), with a = E/k.  (2)

The constant a is the barrier expressed as a temperature. For E = 1.2 eV it is 13925 K. The ratio x = a/T is the barrier in units of the thermal energy, and it is near 30 at the peaks considered here.

### Condition for the maximum rate

Write r = νθ² exp(−a/T) for the atom-loss rate. Its logarithm is

ln r = ln ν + 2 ln θ − a/T.

Differentiating with respect to T, and using d(−a/T)/dT = +a/T², gives

d(ln r)/dT = (2/θ)(dθ/dT) + a/T².  (3)

The first term is negative, because the layer is being used up. The second is positive, because heating speeds up the reaction. Inserting (2) in the first term gives

d(ln r)/dT = a/T² − (2ν/β) θ exp(−a/T).  (4)

At the maximum the two effects balance. With Tp for the peak temperature and θp for the coverage remaining there,

a/Tp² = (2νθp/β) exp(−a/Tp).  (5)

The factor 2 is the reaction order. It arises because a fractional loss of coverage lowers the rate by twice that fraction.

Equation (5) does not yet settle how Tp depends on the initial coverage θ₀. It contains θp, which itself depends on the whole heating history up to the peak. That history can be integrated.

### Coverage during the ramp

Divide (2) by −θ²:

−(1/θ²) dθ/dT = (ν/β) exp(−a/T).

The left side is d(1/θ)/dT. Integrating from T₀, where θ = θ₀, to T gives

1/θ − 1/θ₀ = (ν/β) I(T),  (6)

I(T) = ∫ exp(−a/s) ds, taken from s = T₀ to s = T.  (7)

Here s is a temperature, so I has the unit kelvin. Solving for the coverage,

θ = θ₀ / [1 + θ₀(ν/β)I(T)].

### One peak, and its direction of motion

To remove θ from (4), take θ out as a common factor:

d(ln r)/dT = θ [(a/T²)(1/θ) − (2ν/β) exp(−a/T)].

Replace 1/θ using (6):

d(ln r)/dT = θ [(a/T²)(1/θ₀) + (a/T²)(ν/β)I(T) − (2ν/β) exp(−a/T)].

Now take out aν/(βT²). The three terms in the bracket become β/(νθ₀), I(T) and −(2T²/a)exp(−a/T):

d(ln r)/dT = θ · aν/(βT²) · [β/(νθ₀) − F(T)],  (8)

F(T) = (2T²/a) exp(−a/T) − I(T).  (9)

The factors in front of the bracket are positive, so the bracket alone decides whether the rate rises or falls. The maximum lies where

F(Tp) = β/(νθ₀).  (10)

All dependence on the initial coverage and the heating rate is on the right. The function F contains the barrier and the starting temperature but neither θ₀ nor β.

The derivative of F follows from the product rule. For its first term,

d/dT [(2T²/a) exp(−a/T)] = (4T/a) exp(−a/T) + (2T²/a)(a/T²) exp(−a/T)
= (4T/a + 2) exp(−a/T).

The derivative of I(T) with respect to its upper limit is exp(−a/T). Subtracting it,

F′(T) = (1 + 4T/a) exp(−a/T) > 0.  (11)

So F rises throughout the ramp. It also grows without limit as the ramp continues, because its slope exceeds the fixed positive number exp(−a/T₀). If F(T₀) lies below β/(νθ₀), then F crosses that value once. By (8) the rate rises before the crossing and falls after it, so there is one peak.

The condition on F(T₀) means that the ramp must start cold. Since I(T₀) = 0,

F(T₀) = (2T₀²/a) exp(−a/T₀).

For T₀ = 250 K this is about 6 × 10⁻²⁴ K. The right side of (10) at θ₀ = 1 is 2/10¹³ = 2 × 10⁻¹³ K, so the condition is met by a wide margin. If the ramp began so hot that the condition failed, the rate would fall from the start and there would be no interior peak.

The direction of the shift now follows. Raise θ₀ while β, ν, E and T₀ are held fixed. The right side of (10) falls. Because F is an increasing function, a smaller value of F belongs to a lower temperature. Hence Tp falls whenever θ₀ rises. This argument makes no estimate of θp and does not require the barrier to be large compared with kT.

### Coverage left at the peak

The usual heating-rate equation, derived below, contains θ₀ in place of 2θp. To see how good that replacement is, define the dimensionless ratio

G(T) = (a/T²) exp(a/T) I(T).  (12)

Then I(T) = (T²/a) exp(−a/T) G, and (9) becomes

F(T) = (T²/a) exp(−a/T) (2 − G).  (13)

Put this into (10), multiply by νθ₀/β and by a/Tp², and exchange the two sides:

a/Tp² = θ₀ (ν/β) exp(−a/Tp) (2 − G).  (14)

Comparison with (5) shows that 2θp = θ₀(2 − G), or

θp/θ₀ = 1 − G/2.  (15)

Bounds on G come from differentiating a function that resembles the integral:

d/ds [(s²/a) exp(−a/s)] = (1 + 2s/a) exp(−a/s).

Integrate both sides from T₀ to T. The lower-limit term on the left is smaller than the upper-limit term by the factor (T₀/T)² exp(a/T − a/T₀), which is of order 10⁻¹¹ at 436 K in the example. Dropping it gives

(T²/a) exp(−a/T) = ∫ (1 + 2s/a) exp(−a/s) ds.  (16)

The integrand on the right exceeds exp(−a/s), so I is smaller than the left side and G < 1. The dropped term does not threaten this inequality, since keeping it makes I smaller still. In the other direction, s does not exceed T, so the right side of (16) is less than (1 + 2T/a)I. Therefore G > 1/(1 + 2/x) = x/(x + 2). Inserting both bounds in (15),

1/2 < θp/θ₀ < 1 − x/[2(x + 2)] = 1/2 + 1/(x + 2).  (17)

The last equality follows from 1 − x/[2(x + 2)] = (x + 4)/[2(x + 2)], whose numerator can be split as (x + 2) + 2.

For the initially full surface x = 31.9 at the peak, and (17) places the remaining fraction between 0.500 and 0.530. Its value is 0.529. Slightly less than half of the layer has gone when the rate is greatest. The upper bound relies on a start far below the peak: a ramp begun at 400 K still shows a peak, but the remaining fraction is then 0.55.

### The usual heating-rate equation

For large x, G is close to 1 and θp is close to θ₀/2. Setting θp = θ₀/2 in (5) gives

E/(kTp²) = (νθ₀/β) exp(−E/kTp).  (18)

Multiply by β exp(E/kTp) Tp²/ν, which leaves θ₀Tp² alone on one side, and then divide by β:

θ₀Tp²/β = [E/(νk)] exp(E/kTp).

Taking logarithms of the numerical values in one consistent set of units,

ln(θ₀Tp²/β) = E/(kTp) + ln[E/(νk)].  (19)

This is the usual second-order heating-rate equation. It is approximate because it replaces 2 − G by 1. It also displays the shift: as Tp rises, the right side falls while Tp² on the left rises, so a higher Tp can be matched only by a smaller θ₀ at fixed β.

### Why a crowded layer peaks earlier

The loss rate per remaining atom is r/θ = νθ exp(−a/T). It contains one factor of θ, because an atom in a crowded layer has more partners. Multiplying (5) by β/2 gives the value that this quantity must reach at the peak:

νθp exp(−a/Tp) = βa/(2Tp²).  (20)

The right side changes slowly with temperature. At β = 2 K/s it is 13925/436.4² = 0.073 s⁻¹ for θ₀ = 1 and 13925/468.0² = 0.064 s⁻¹ for θ₀ = 0.1. The coverages at the two peaks are 0.529 and 0.053, a factor of ten apart. The dilute layer must make up for its missing partners with a larger Boltzmann factor. The required increase is

(0.064/0.073) × (0.529/0.053) ≈ 8.7,

and it is reached by heating 32 K further.

First-order desorption provides the contrast. Its rate law is −dθ/dt = νθ exp(−a/T), so ln r contains ln θ once, and (3) is replaced by (1/θ)(dθ/dT) + a/T² = 0. Since dθ/dT = −(ν/β)θ exp(−a/T), the coverage cancels:

a/Tp² = (ν/β) exp(−a/Tp).  (21)

With the same E, ν and β this gives 437.1 K for both θ₀ = 0.1 and θ₀ = 1. The barrier and the ramp by themselves produce no coverage shift. The shift comes from the dependence of the loss rate per atom on θ.

## 2. Size of the shift, implementation and limits

The symbols carried over are these. The coverage θ is in atoms per site, with initial value θ₀ and value θp at the peak temperature Tp. The rate law is −dθ/dt = νθ² exp(−E/kT), the ramp is T = T₀ + βt, and a = E/k, x = a/T. The exact peak condition is F(Tp) = β/(νθ₀), where F = (T²/a)exp(−x)(2 − G) and F′ = (1 + 4/x)exp(−x). The remaining fraction is θp/θ₀ = 1 − G/2. Setting 2 − G = 1 gives the usual equation, ln(θ₀Tp²/β) = E/(kTp) + ln[E/(νk)].

### A formula for the shift

Differentiate the exact condition with respect to ln θ₀ at fixed β, ν, E and T₀. On the right, the derivative of β/(νθ₀) with respect to ln θ₀ is −β/(νθ₀), which equals −F(Tp). On the left, the chain rule gives F′(Tp) dTp/d ln θ₀. Therefore

dTp/d ln θ₀ = −F/F′ = −(Tp²/a)(2 − G)/(1 + 4/x).  (22)

For large x, G ≈ 1 − 2/x, as shown below, and so 2 − G ≈ 1 + 2/x. To first order in 1/x, (1 + 2/x)/(1 + 4/x) equals 1/(1 + 2/x). With Tp²/a = kTp²/E and 1 + 2/x = (E + 2kTp)/E,

dTp/d ln θ₀ ≈ −kTp²/(E + 2kTp).  (23)

At θ₀ = 0.5, where Tp = 445.5 K, (22) gives −13.37 K and (23) gives −13.39 K per unit of ln θ₀. Doubling the coverage multiplies θ₀ by 2, and ln 2 = 0.693, so the peak moves down by about 9 K. The same 9 K is the error made by confusing the atomic and molecular prefactors, because ν and θ₀ enter the peak condition as a product.

The shift depends on the ratio of coverages. Going from 0.05 to 0.1 moves the peak about as far as going from 0.5 to 1. It is somewhat larger at the dilute end because of the factor Tp² in (23).

### Evaluating G and solving for the peak

Because the starting temperature has a negligible effect here, I may be taken from s = 0. Substitute y = a/s, so that ds = −(a/y²)dy:

I(T) = a ∫ y⁻² exp(−y) dy, from y = x to infinity.

One integration by parts gives

I(T) = a [exp(−x)/x − E₁(x)],

where E₁(x) is the exponential integral, ∫ exp(−y)/y dy from x to infinity. Since a/T² = x²/a, multiplying by (a/T²)exp(x) yields

G = x − x² exp(x) E₁(x).  (24)

Integrating by parts in the other direction, so that the power of 1/y rises at each step, gives the large-x expansion

G = 1 − 2/x + 6/x² − 24/x³ + …  (25)

The series is asymptotic: for fixed x its terms eventually grow, so it must be cut off. At x near 30 the first few terms suffice. In (24), use a library routine for the product exp(x)E₁(x) if one is available, which avoids overflow and underflow at large x.

For the solution itself, take the logarithm of a/Tp² = θ₀(ν/β)exp(−x)(2 − G) and solve for x:

x = ln[νθ₀T²/(aβ)] + ln(2 − G), then T = a/x.  (26)

This can be iterated. Leaving out the slowly varying last term, an error δT in the old temperature changes x by 2δT/T. It changes the new temperature by −(a/x²)(2δT/T), which is −(2/x)δT. At x = 32 each pass shrinks the error about sixteenfold.

Take θ₀ = 1 and start at 450 K. Without the last term,

450² / 13925.4 = 14.542 K,
x = ln(5 × 10¹² × 14.542) = 31.917,
T = 13925.4/31.917 = 436.3 K.

The next two passes give 437.1 K and 437.1 K, the answer of the usual equation. Now include the correction. The remaining fraction 0.5287 means 2 − G = 1.0574, whose logarithm is 0.0558. Two more passes lead to 436.4 K, the solution of the exact condition.

The usual equation is thus 0.7 K too high here. The size of this error follows from (26). The function x − ln(T²/a) has the temperature derivative −(a/T² + 2/T), so adding ln(2 − G) lowers T by about

ln(2 − G)/(a/T² + 2/T) = (T²/a) ln(2 − G)/(1 + 2/x)
= 13.67 × 0.0558/1.063 = 0.72 K.

For a general-purpose routine, a bracketing root search on ln F(T) − ln[β/(νθ₀)] is safer than iteration, because F increases throughout the ramp. The search gives these peak temperatures at β = 2 K/s:

θ₀ = 0.05: Tp = 478.5 K
θ₀ = 0.10: Tp = 468.0 K
θ₀ = 0.20: Tp = 458.0 K
θ₀ = 0.50: Tp = 445.5 K
θ₀ = 1.00: Tp = 436.4 K

The decimals serve to compare formulas and coverages within the model. They do not express how well a real peak could be predicted from rough parameters.

### Heating rate and barrier analysis

The exact condition contains β and θ₀ only as β/θ₀. A fivefold increase in heating rate at θ₀ = 1 therefore moves the peak to the same place as a fivefold reduction in coverage at 2 K/s. Both settings give 458.0 K. A series of measurements must hold one of the two fixed, or use their ratio, before a peak shift is assigned to the other.

At fixed β, the usual equation says that a plot of ln(θ₀Tp²) against 1/Tp has slope a. Use the two end points of the decade from θ₀ = 0.1 to 1:

ln(1 × 436.37²) − ln(0.1 × 468.04²) = 12.157 − 9.995 = 2.162,
1/436.37 − 1/468.04 = 1.551 × 10⁻⁴ K⁻¹.

Their ratio is about 1.39 × 10⁴ K, or 1.20 eV. A least-squares line through all five coverages gives 1.202 eV, which is 0.17% above the input barrier.

The small excess comes from the omitted factor. The exact relation is

ln(θ₀Tp²/β) = x − ln(2 − G) + ln(a/ν).

Since ln(2 − G) ≈ 2/x, its derivative with respect to x is about −2/x². The slope is then a(1 + 2/x²) to this order, an excess of 0.2% at x = 30. Such a plot assumes that E and ν are the same at every coverage. It does not establish that assumption.

### Shape of the curves on the hot side

The shift is accompanied by a merging of the curves. By (6), two layers with initial coverages 1 and 0.1 have 1/θ equal to 1 + K and 10 + K, where K = (ν/β)I(T). Because r is proportional to θ² at a given temperature, the ratio of their rates is

r(1)/r(0.1) = [(10 + K)/(1 + K)]².  (27)

At 300 K, K is negligible and the ratio is 100. At 468 K, the peak of the dilute layer, K is about 8.8. The two coverages are then 0.102 and 0.053, and the ratio has fallen to 3.7. At 550 K, K is about 1000 and the ratio is 1.02. The initial coverage has been almost forgotten, because 1/θ₀ is small beside K.

The fuller layer therefore has the higher rate at every temperature, even at the peak of the dilute one. Both curves approach the common limit ν exp(−a/T)/K² from below. By (8) with 1/θ₀ set to zero, this limit falls as the temperature rises. A layer turns over to follow it when K becomes comparable with 1/θ₀. That happens near K = 0.9 for the full layer and near K = 8.8 for the dilute one. Since K grows with temperature, the full layer peaks earlier.

### When interactions between atoms alter the shift

The direction of the shift was derived for a constant barrier, and it can change if the barrier depends on coverage. In a mean-field model, let the barrier be E + wθ. Positive w describes attraction, which binds atoms more strongly in a crowded layer. Negative w describes repulsion. The loss rate per atom is then

r/θ = νθ exp[−(E + wθ)/kT].

At fixed temperature its logarithm changes with ln θ at the rate

d ln(r/θ)/d ln θ = 1 − wθ/(kT).  (28)

The 1 is the advantage of having more partners. The second term is the effect of the changing barrier. Repulsion adds to the advantage, while attraction opposes it. Where wθ exceeds kT, a small further rise in coverage lowers the fraction lost per second. This is a local statement and does not by itself rank two widely different coverages.

The peak condition also changes. Differentiating ln r = ln ν + 2 ln θ − (E + wθ)/kT gives

(2 − wθ/kT)(1/θ)(dθ/dT) + (E + wθ)/(kT²) = 0.

This no longer leads to a simple closed form for the peak. The following values come from integrating the rate law for ln θ with an adaptive Runge–Kutta method and searching for the maximum rate. For initial coverages 0.1 and 1, the displacement of the peak is:

w = −0.05 eV: from 466 to 421 K, a fall of 45 K
w = 0: from 468 to 436 K, a fall of 32 K
w = +0.05 eV: from 470 to 451 K, a fall of 19 K

A root search over w finds that the two peaks coincide at w = 0.124 eV. The common peak lies at 472 K, where kT is 0.041 eV, so for this w the criterion in (28) changes sign at θ = 0.33. The full layer starts well above that coverage and still holds 0.42 at its peak, while the dilute layer stays below it. The cancellation holds for this pair only: initial coverages of 0.3 and 0.5 peak near 464 K, so Tp first falls and then rises as θ₀ grows. At w = 0.154 eV the order is reversed, and the full layer peaks 7 K above the dilute one.

These numbers belong to the mean-field model and to this pair of coverages. Strong attraction can also gather atoms into islands, which breaks the assumption of random mixing. A downward shift is compatible with second-order kinetics but does not prove them. Repulsion can give a downward shift in first-order desorption too, since it lowers the barrier of a crowded layer.

### Signal in a vacuum chamber

To turn the rate into a pressure, take a close-packed magnesium surface with a rough lattice spacing of 0.32 nm. Each site occupies (√3/2)(0.32 nm)², so there are 1.13 × 10¹⁵ sites per cm². At the peak for θ₀ = 1, the atom-loss rate is θp times the value in (20):

0.529 × 0.0731 = 0.0387 per site per second.

Two atoms make one molecule, so the H₂ flux is

0.5 × 1.13 × 10¹⁵ × 0.0387 = 2.2 × 10¹³ cm⁻² s⁻¹.

Let the sample area be 1 cm², the pumping speed S = 300 L/s and the gas temperature 300 K. In a steady state the pressure rise is the molecular rate times kT divided by S, which gives 2.3 × 10⁻⁹ Torr.

A finite pumping time delays this signal. For a chamber volume V = 50 L the time constant is τ = V/S = 0.17 s. The pressure averages earlier desorption rates with the weight exp(−t/τ)/τ, whose mean delay is τ. For a delay short compared with the width of the peak, the apparent Tp rises by βτ = 0.33 K.

Returning molecules have a larger possible effect. Gas of density n strikes the sample at the rate nA√(kT/2πm), where A is the sample area and m the molecular mass, and it is pumped at the rate nS. The square root is 444 m/s for H₂ at 300 K. The ratio of the two rates is

10⁻⁴ m² × 444 m/s / 0.30 m³/s = 0.148.

If every returning molecule stuck, the net desorption rate would be divided by 1.148. This acts like a smaller ν and raises Tp by 1.8 K at θ₀ = 1. For a sticking probability that stays constant during the ramp, this is the largest possible rise, since the probability cannot exceed one. Sticking that changes with coverage or temperature also changes the shape of the peak, and its effect on Tp is not bounded by this value. On magnesium itself the dissociation of H₂ is activated, with a barrier of order 1 eV, so gas at 300 K hardly sticks and the real rise lies far below this bound.

### The magnesium case and its neglected effects

The barrier, prefactor and lattice spacing are rough values in the regime of hydrogen recombining on magnesium. They are not fitted to a measured spectrum, and the calculated peaks are not observations. A real magnesium surface can also take hydrogen into the solid or form hydride. Neither route is included, and their effect on the peak is not estimated here. Among the effects that are estimated, lateral interactions matter most for the coverage shift: a change of 0.05 eV in w alters the 32 K shift by 13 to 14 K.

Tunnelling changes the absolute peak temperatures much more than it changes the shift between them. For a barrier shaped as an inverted parabola, the transmission at energy ε above the top is 1/[1 + exp(−2πε/ħω)], where ω is the barrier frequency. Averaging it with the weight exp(−ε/kT)/(kT) multiplies the classical rate by

κ = (u/2)/sin(u/2), with u = ħω/(kT) < 2π.

For a rough barrier wavenumber of 1000 cm⁻¹, u = 3.3 and κ = 1.65 at 436 K. Integrating the rate law with this factor lowers both peaks by about 7 K. The shift between them changes by only 0.1 K. If this factor were left out and the barrier fitted to the lowered peak for θ₀ = 1 with the same ν, the fit would give about 1.18 eV instead of 1.20 eV.

A prefactor proportional to T, set equal to ν at 436.4 K, lowers the peak for θ₀ = 0.1 by 0.5 K and raises the peak for θ₀ = 1 by 0.4 K. The coverage shift therefore shrinks by about 0.9 K, which is small beside its 32 K.

The substrate limits the temperature range. With a rough sublimation barrier of 1.5 eV and the same prefactor, the number of magnesium layers lost is (ν/β)∫exp(−1.5 eV/kT)dT. This gives 2 × 10⁻⁴ layers by 436 K but 0.05 layers by 500 K. The borrowed prefactor makes both estimates low. Free evaporation at the measured vapour pressure of magnesium would remove about twelve times as much, or roughly 0.6 layers by 500 K. Dilute layers, which need the hotter part of the ramp, are thus the more exposed to changes in the surface. By 550 K the loss is about 1.5 layers in the rough estimate and about 18 at the measured vapour pressure. The merging of the curves quoted for that temperature is therefore a property of the rate law, not of an intact magnesium surface.

Random mixing can be judged from the hopping rate. With a rough hop barrier of 0.2 eV and the same prefactor, an atom makes about 7 × 10¹¹ hops in one recombination time at the peak for θ₀ = 1. Slow diffusion is then not a concern on a uniform terrace. The estimate does not cover atoms trapped at steps or held in islands.
